# Thermal reactivation of hydrogen-passivated aluminium and boron acceptors in SiC: test program

```python
# Thermal reactivation of hydrogen-passivated acceptors (Al-H, B-H) in SiC.
# Result under test: without retrapping the passivated number decays as
# exp(-t/tau), tau = exp(E/kT)/nu0, so tau_B/tau_Al = exp((E_B-E_Al)/kT)
# and equal anneals need T_B/T_Al = E_B/E_Al.
# With retrapping in a layer of thickness L with a hydrogen sink at one face,
# the mean passivated time is tau*S, S = 1 + (4 pi/3) R p L^2, where
# R = e^2/(4 pi eps kT) is the capture radius, p the ionized acceptor density.
# E: dissociation energy, nu0: attempt frequency, T: temperature.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

k_eV = sc.k / sc.e
E = {"Al": 1.6, "B": 2.5}            # eV
level = {"Al": 0.2, "B": 0.3}        # acceptor level above valence edge, eV, rough
nu0 = 1e13                           # 1/s
hold = 1800.0                        # s
fraction = 0.99
eps_r = 9.7
N_cm3 = 1e17
N = N_cm3 * 1e6                      # 1/m^3
L = 1e-6                             # m
loading = 0.10                       # initially passivated fraction
hole_mass = 1.0                      # in electron masses, rough
log_f = np.log(1 / (1 - fraction))
tau_target = hold / log_f


def tau(energy, T, nu=nu0):
    return np.exp(energy / (k_eV * T)) / nu


def anneal_T(energy, nu=nu0):
    return energy / (k_eV * np.log(nu * tau_target))


def capture_radius(T):
    return sc.e**2 / (4 * np.pi * sc.epsilon_0 * eps_r * sc.k * T)


def valence_density(T):
    return 2 * (2 * np.pi * hole_mass * sc.m_e * sc.k * T / sc.h**2) ** 1.5


def ionized(dopant, T):
    g = valence_density(T) / 4 * np.exp(-level[dopant] / (k_eV * T))
    return 2 * N / (1 + np.sqrt(1 + 4 * N / g))


def retrap_factor(dopant, T):
    return 1 + 4 * np.pi / 3 * capture_radius(T) * ionized(dopant, T) * L**2


T_an = {d: anneal_T(E[d]) for d in E}


# Test: equilibrium flux over the barrier of V = E sin^2(pi x/a), divided by
# the population of the well; a is set so that the well frequency is nu0.
def flux_rate(energy, T):
    b = energy / (k_eV * T)
    a = np.sqrt(energy * sc.e / (2 * sc.m_p)) / nu0
    up = quad(lambda u: u * np.exp(-u * u / 2), 0, 12)[0]
    norm = quad(lambda u: np.exp(-u * u / 2), -12, 12)[0]
    speed = np.sqrt(sc.k * T / sc.m_p) * up / norm
    well = a * quad(lambda x: np.exp(-b * np.sin(np.pi * x) ** 2),
                    -0.5, 0.5, points=[0.0], limit=200)[0]
    return speed * np.exp(-b) / well


anharm = {}
for d in E:
    rate = flux_rate(E[d], T_an[d])
    anharm[d] = rate * tau(E[d], T_an[d]) - 1
    assert abs(anharm[d]) < 0.02     # anharmonic correction of order kT/E
    decay = solve_ivp(lambda t, n: -rate * n, (0, hold), [1.0],
                      rtol=1e-9, atol=1e-12)
    # a rate error below 1 percent becomes below 5 percent in the remainder
    assert abs(decay.y[0, -1] / (1 - fraction) - 1) < 0.05
ratio = tau(E["B"], T_an["Al"]) / tau(E["Al"], T_an["Al"])
flux_ratio = flux_rate(E["Al"], T_an["Al"]) / flux_rate(E["B"], T_an["Al"])
assert abs(flux_ratio / ratio - 1) < 0.01


# Test: steady drift-diffusion to an absorbing sphere in a Coulomb field.
def numerical_capture_radius(R, contact, outer, n=3000):
    r = np.geomspace(contact, outer, n + 1)
    conduct = r[1:] * r[:-1] / np.diff(r)
    A, B = conduct + R / 2, conduct - R / 2
    band = np.zeros((3, n - 1))
    band[0, 1:] = A[1:-1]
    band[1] = -(B[1:] + A[:-1])
    band[2, :-1] = B[1:-1]
    rhs = np.zeros(n - 1)
    rhs[-1] = -A[-1]
    density = solve_banded((1, 1), band, rhs)
    return A[0] * density[0]


R_nm = capture_radius(T_an["Al"]) * 1e9
R_num = numerical_capture_radius(R_nm, 0.2, 3000.0)
assert abs(R_num / R_nm - 1) < 0.01  # finite outer radius and grid


# Test: ionized density from charge neutrality with full Fermi statistics.
def neutral_p(dopant, T):
    kT = k_eV * T

    def holes(EF):
        f = quad(lambda x: np.sqrt(x) / (1 + np.exp(x + EF / kT)), 0, 60)[0]
        return valence_density(T) * 2 / np.sqrt(np.pi) * f

    def charge(EF):
        return holes(EF) / N - 1 / (1 + 4 * np.exp((level[dopant] - EF) / kT))
    return holes(brentq(charge, 0.0, 1.2, xtol=1e-12))


for d in E:
    for T in T_an.values():
        assert abs(neutral_p(d, T) / ionized(d, T) - 1) < 0.01


# Test: time integration of diffusion with trapping and release.
# Units: L = 1, tau = 1; strength = 4 pi R p L^2; theta = initial loading.
def mean_passivated_time(D, strength, theta, cells=40):
    dx = 1 / cells

    def rhs(t, y):
        c, h = y[:cells], y[cells:2 * cells]
        react = c - strength * D * (1 - theta * c) * h
        dh = react.copy()
        flow = D * np.diff(h) / dx**2
        dh[:-1] += flow
        dh[1:] -= flow
        dh[0] -= 2 * D * h[0] / dx**2
        return np.concatenate((-react, dh, [c.mean()]))
    start = np.concatenate((np.ones(cells), np.zeros(cells + 1)))
    sol = solve_ivp(rhs, (0, 200), start, method="BDF", rtol=1e-6, atol=1e-9)
    assert sol.success
    return sol.y[-1, -1]


strength = 12.0
S_formula = 1 + strength / 3
S_num = [mean_passivated_time(D, strength, 0.0) for D in (2.0, 50.0)]
for value in S_num:
    assert abs(value / S_formula - 1) < 0.005
S_loaded = mean_passivated_time(2.0, strength, loading)
assert 1 + (1 - loading) * strength / 3 < S_loaded < S_formula

# Temperatures that give the same mean passivated time with retrapping.
T_re = {d: brentq(lambda T: np.log(tau(E[d], T) * retrap_factor(d, T)
                                  / tau_target), 300, 2000) for d in E}

print(f"Dissociation energies Al, B: {E['Al']:.1f}, {E['B']:.1f} eV")
print(f"Attempt frequency: {nu0:.0e} 1/s")
print(f"Hold time: {hold:.0f} s; reactivated fraction: {fraction:.2f}")
print(f"ln(1/(1-f)): {log_f:.3f}; required tau: {tau_target:.1f} s")
print(f"ln(nu0*tau): {np.log(nu0 * tau_target):.2f}")
for d in E:
    print(f"{d} anneal temperature, no retrapping: {T_an[d]:.1f} K"
          f" = {T_an[d] - sc.zero_Celsius:.0f} C")
print(f"Temperature ratio B/Al: {T_an['B'] / T_an['Al']:.4f}")
T0 = T_an["Al"]
print(f"kT at Al anneal: {k_eV * T0:.5f} eV")
print(f"tau_B/tau_Al at Al anneal: {ratio:.3e}")
tB = tau(E["B"], T0)
print(f"tau_B at Al anneal: {tB:.3e} s = {tB / sc.year:.0f} years")
print(f"B fraction reactivated in Al anneal: {-np.expm1(-hold / tB):.2e}")
print(f"tau_Al at B anneal: {tau(E['Al'], T_an['B']):.2e} s")
for T in (450, 600, 800):
    a, b = tau(E["Al"], T), tau(E["B"], T)
    print(f"{T} K: tau_Al {a:.3e} s, tau_B {b:.3e} s, ratio {b / a:.3e}")
for nu in (1e12, 1e14):
    print(f"Anneal T for nu0 = {nu:.0e} 1/s: Al {anneal_T(E['Al'], nu):.1f} K,"
          f" B {anneal_T(E['B'], nu):.1f} K")
print(f"Factor in tau for 0.1 eV at Al anneal: {np.exp(0.1 / (k_eV * T0)):.2f}")
print(f"Flux test, rate excess: Al {100 * anharm['Al']:.2f} %,"
      f" B {100 * anharm['B']:.2f} %")
print(f"Layer: {L * 1e9:.0f} nm, acceptors {N_cm3:.0e} 1/cm3,"
      f" passivated {100 * loading:.0f} %")
print(f"Permittivity {eps_r}; levels Al {level['Al']}, B {level['B']} eV;"
      f" hole mass {hole_mass} m_e")
print(f"Capture radius at Al anneal: {R_nm:.2f} nm; numerical {R_num:.2f} nm")
for d in E:
    print(f"{d} at {T0:.1f} K: ionized fraction {ionized(d, T0) / N:.3f},"
          f" retrapping factor S {retrap_factor(d, T0):.0f}")
t_re = {d: tau(E[d], T0) * retrap_factor(d, T0) for d in E}
print(f"Al mean passivated time with retrapping at {T0:.1f} K:"
      f" {t_re['Al']:.2e} s = {t_re['Al'] / sc.day:.1f} days")
print(f"B/Al ratio of these mean times: {t_re['B'] / t_re['Al']:.2e}")
for d in E:
    print(f"{d} temperature with retrapping, same mean time: {T_re[d]:.0f} K"
          f" = {T_re[d] - sc.zero_Celsius:.0f} C,"
          f" S there {retrap_factor(d, T_re[d]):.0f}")
print(f"Their ratio B/Al: {T_re['B'] / T_re['Al']:.3f}")
p0 = ionized("Al", T0)
L2 = np.sqrt(3 / (4 * np.pi * capture_radius(T0) * p0))
print(f"Al layer thickness for S = 2 at {T0:.1f} K: {L2 * 1e9:.0f} nm")
screen = np.sqrt(eps_r * sc.epsilon_0 * sc.k * T0 / (sc.e**2 * p0))
print(f"Hole screening length, Al layer at {T0:.1f} K: {screen * 1e9:.1f} nm")
D_min = L**2 / (3 * 0.1 * tau_target) * 1e4
print(f"D for free time = 10 % of required tau: {D_min:.1e} cm2/s")
print(f"Layer test S: formula {S_formula:.3f}, numerical {S_num[0]:.3f}"
      f" and {S_num[1]:.3f}, with 10 % loading {S_loaded:.3f}")
print("all good")
```

Output:

```
Dissociation energies Al, B: 1.6, 2.5 eV
Attempt frequency: 1e+13 1/s
Hold time: 1800 s; reactivated fraction: 0.99
ln(1/(1-f)): 4.605; required tau: 390.9 s
ln(nu0*tau): 35.90
Al anneal temperature, no retrapping: 517.2 K = 244 C
B anneal temperature, no retrapping: 808.1 K = 535 C
Temperature ratio B/Al: 1.5625
kT at Al anneal: 0.04457 eV
tau_B/tau_Al at Al anneal: 5.895e+08
tau_B at Al anneal: 2.304e+11 s = 7307 years
B fraction reactivated in Al anneal: 7.81e-09
tau_Al at B anneal: 9.53e-04 s
450 K: tau_Al 8.303e+04 s, tau_B 9.972e+14 s, ratio 1.201e+10
600 K: tau_Al 2.750e+00 s, tau_B 9.979e+07 s, ratio 3.628e+07
800 K: tau_Al 1.201e-03 s, tau_B 5.614e+02 s, ratio 4.675e+05
Anneal T for nu0 = 1e+12 1/s: Al 552.6 K, B 863.4 K
Anneal T for nu0 = 1e+14 1/s: Al 486.0 K, B 759.4 K
Factor in tau for 0.1 eV at Al anneal: 9.43
Flux test, rate excess: Al -0.71 %, B -0.71 %
Layer: 1000 nm, acceptors 1e+17 1/cm3, passivated 10 %
Permittivity 9.7; levels Al 0.2, B 0.3 eV; hole mass 1.0 m_e
Capture radius at Al anneal: 3.33 nm; numerical 3.33 nm
Al at 517.2 K: ionized fraction 0.696, retrapping factor S 973
B at 517.2 K: ionized fraction 0.335, retrapping factor S 469
Al mean passivated time with retrapping at 517.2 K: 3.80e+05 s = 4.4 days
B/Al ratio of these mean times: 2.84e+08
Al temperature with retrapping, same mean time: 640 K = 367 C, S there 969
B temperature with retrapping, same mean time: 987 K = 714 C, S there 675
Their ratio B/Al: 1.543
Al layer thickness for S = 2 at 517.2 K: 32 nm
Hole screening length, Al layer at 517.2 K: 18.5 nm
D for free time = 10 % of required tau: 8.5e-11 cm2/s
Layer test S: formula 5.000, numerical 5.001 and 5.001, with 10 % loading 4.808
all good
```
